# Fixed Displacement Field and Oxygen Control of Ultrathin Ferroelectric Polarization

A ferroelectric film a few nanometres thick lies on a metal, with its upper face open to oxygen. If the polarization points towards the gas, positive bound charge appears on the open face. No upper electrode is there to cancel it, and the uncancelled charge would create a field strong enough to destroy the polarization. Surface ions can do the cancelling: extra oxygen ions for outward polarization, oxygen vacancies for inward polarization. Oxygen pressure controls the supply of both.

Electronic-structure programs can hold the electric displacement $D$ along the film normal at a chosen value. Which value represents a film in oxygen at pressure $p$? The Stephenson-Highland model, which joins Landau theory to surface-ion equilibrium, supplies the answer.

## What the setting fixes

The algebra uses atomic units, with $4\pi\varepsilon_0=1$ and $e=1$. The normal $z$ points from metal to gas, and $P>0$ is outward. The film has thickness $t$ and one uniform domain. Its surface ions carry charge $\sigma$ per area. The metal is grounded and the whole system is neutral, so there is no field in the gas. Gauss's law at the open face then gives, inside the film,

$$D=E+4\pi P=-4\pi\sigma,\qquad E=-4\pi(P+\sigma).$$

Fixing $D$ therefore means fixing the ionic charge. In SI units the setting is $D=-\sigma$.

The Landau free energy per volume $f(P)$ is defined so that $E=f'(P)$, with $P$ the total polarization. I use

$$f=a\left(-\frac{P^2}{2}+\frac{P^4}{4P_s^2}\right),\qquad f'=a\left(-P+\frac{P^3}{P_s^2}\right),\qquad f''=a\left(-1+\frac{3P^2}{P_s^2}\right).$$

Three settings behave differently:

- **Fixed field $E$.** Stability needs $f''>0$, so uniform states with $|P|<P_s/\sqrt3$ cannot be held.
- **Fixed $D$.** The condition is $f''+4\pi>0$. Since $f''\ge-a$, every $P$ can be held if $a<4\pi$, and each $D$ has one $P$.
- **Fixed pressure.** The ions respond, and stability lies between these two cases, as derived below.

A sweep of $D$ thus yields the whole curve, including states that are unstable at fixed pressure. What remains is to assign a pressure to each point.

## The energy at fixed pressure

The metal's screening charge is taken as $-\sigma e^{z/\lambda}/\lambda$ for $z<0$. Its field is $-4\pi\sigma e^{z/\lambda}$, so the potential rises by $4\pi\lambda\sigma$ across the metal. Adding $-Et$ for the film gives the surface potential relative to the metal's interior:

$$\phi=4\pi[(P+\sigma)t+\lambda\sigma].$$

The field energy in the metal is $\int E^2/8\pi\,dz=\pi\lambda\sigma^2$. In linear Thomas-Fermi screening the electrons' own energy, $2\pi\lambda^2\int\rho^2dz$, is also $\pi\lambda\sigma^2$. The total is $2\pi\lambda\sigma^2$. Only this energy and the voltage $4\pi\lambda\sigma$ enter below, so $\lambda$ is best read as an effective length that describes the capacitance of the interface. It can be much shorter than the metal's true Thomas-Fermi length, about 0.05 to 0.08 nm for free electrons at metallic densities; the exponential profile is then not the real charge distribution. The film's field energy is $tE^2/8\pi=2\pi t(P+\sigma)^2$.

Adatoms of charge $-2$ and vacancies of charge $+2$ occupy separate lattices, each with $N$ sites per area and coverages $\theta_a,\theta_v$. Thus $\sigma=2N(\theta_v-\theta_a)$. Let $G_a,G_v$ be the formation free energies at $\phi=0$ and at the reference pressure, 1 Torr; $p$ is measured in that unit. Making an adatom consumes half an $\mathrm{O_2}$ molecule and making a vacancy releases half. For an ideal gas the pressure terms are $-\tfrac12kT\ln p$ and $+\tfrac12kT\ln p$. Their sum is

$$\tfrac12kT\ln p\;N(\theta_v-\theta_a)=\tfrac14kT\,\sigma\ln p.$$

With $m(\theta)=kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)]$, the grand potential per area is

$$\begin{aligned}\Omega={}&tf(P)+2\pi t(P+\sigma)^2+2\pi\lambda\sigma^2\\&+N\sum_i[\theta_iG_i+m(\theta_i)]+\tfrac14kT\,\sigma\ln p.\end{aligned}$$

Pressure enters as a voltage multiplying the ionic charge. This simplicity depends on both ions carrying the same amount of charge per oxygen atom exchanged.

Setting $\partial\Omega/\partial P=0$ returns $f'=-4\pi(P+\sigma)$. For the coverages, $\partial\sigma/\partial\theta_v=2N$ and $\partial\sigma/\partial\theta_a=-2N$. With $\psi=\phi+\tfrac14kT\ln p$, the conditions are

$$\frac{\theta_v}{1-\theta_v}=e^{-(G_v+2\psi)/kT},\qquad \frac{\theta_a}{1-\theta_a}=e^{-(G_a-2\psi)/kT}.$$

## From displacement to pressure

The ionic laws can be inverted in closed form. Define

$$\psi_m=\frac{G_a-G_v}{4},\quad r=e^{-(G_a+G_v)/2kT},\quad y=e^{2(\psi-\psi_m)/kT},\quad s=\frac{\sigma}{2N}.$$

Because $G_v+2\psi_m=G_a-2\psi_m=(G_a+G_v)/2$, the two ratios above become $r/y$ and $ry$. Hence

$$s=\frac{r}{r+y}-\frac{ry}{1+ry}=\frac{r(1-y^2)}{r+(1+r^2)y+ry^2}.$$

Multiplying out and collecting powers of $y$,

$$r(1+s)y^2+s(1+r^2)y-r(1-s)=0.$$

For $|s|<1$ the product of the roots is negative, so one root is positive:

$$y=\frac{-s(1+r^2)+\sqrt{s^2(1+r^2)^2+4r^2(1-s^2)}}{2r(1+s)}.$$

Changing $s$ to $-s$ changes $y$ to $1/y$. For $s>0$ it is better to compute the root at $-s$ and invert it, which avoids subtracting nearly equal numbers. The difference $\delta(\sigma)=\psi-\psi_m=\tfrac12kT\ln y$ is odd in $\sigma$.

Field balance gives $\sigma=-P-f'/4\pi$. Inserting this in $\phi$,

$$\phi=-tf'-4\pi\lambda P-\lambda f'=-(t+\lambda)f'-4\pi\lambda P.$$

The pressure of each state follows without a root search:

$$\boxed{\tfrac14kT\ln p=\psi_m+\delta(\sigma)+(t+\lambda)f'(P)+4\pi\lambda P.}$$

The procedure for a sweep is:

1. Use a bulk cell of the film material, strained as in the film and without vacuum; in a cell with vacuum the same $D$ would also put a field in the gas. At each imposed $D$, record $E$ and form $P=(D-E)/4\pi$ and $\sigma=-D/4\pi$.
2. Find $\delta(\sigma)$ from the root, then $\ln p$ from the boxed equation with $f'=E$. If the cell is relaxed along the normal, use for $t$ the film's thickness at that $D$: in a 4 nm film at 0.49 MV/cm, a 4% change in thickness shifts $p$ by about 0.2 decade.
3. At the wanted pressure, collect all crossings of the curve.
4. Keep those where $p$ rises with $P$, and compare their $\Omega$.

Step 4 rests on the following result.

## Stability: pressure must rise with polarization

At fixed $\sigma$, minimize the ionic energy $N\sum_i[\theta_iG_i+m(\theta_i)]$, without the pressure term, over the coverages and call the result $w(\sigma)$. The ionic laws give $w'=-\psi$. Differentiating $\sigma=2N(\theta_v-\theta_a)$ gives $d\sigma/d\psi=-(4N/kT)\sum_i\theta_i(1-\theta_i)$, so

$$w''=4\pi q,\qquad q=\frac{kT}{16\pi N\sum_i\theta_i(1-\theta_i)}.$$

The ions act as an extra screening length $q$, which is long when ions are scarce. The second derivatives of $\Omega(P,\sigma)$ are

$$\Omega_{PP}=t(f''+4\pi),\quad \Omega_{P\sigma}=4\pi t,\quad \Omega_{\sigma\sigma}=4\pi(t+\lambda+q),$$

and their determinant is

$$\begin{aligned}\Omega_{PP}\Omega_{\sigma\sigma}-\Omega_{P\sigma}^2&=4\pi t[(t+\lambda+q)(f''+4\pi)-4\pi t]\\&=4\pi t[(t+\lambda+q)f''+4\pi(\lambda+q)].\end{aligned}$$

Now differentiate the boxed equation. With $d\delta/d\sigma=-4\pi q$ and $d\sigma/dP=-(1+f''/4\pi)$, the ionic term contributes $4\pi q+qf''$. Therefore

$$\frac{d}{dP}\left(\tfrac14kT\ln p\right)=(t+\lambda+q)f''+4\pi(\lambda+q).$$

This is the same bracket. Since $\Omega_{\sigma\sigma}>0$, a state is locally stable where $p$ rises with $P$. Turning points of the curve are the ends of metastable branches. In a numerical test at 30 states, ten for each thickness of 2, 4 and 6 nm, the lowest eigenvalue of the full three-variable Hessian had the same sign as the slope in every case.

For a thick film with finite $\lambda+q$, the turning condition tends to $f''=0$, the fixed-field limit. If ions are absent, $q\to\infty$ and the condition becomes $f''+4\pi>0$, the fixed-$D$ limit.

## Which direction wins

Since $w'=-\psi_m-\delta(\sigma)$ and $\delta$ is odd, $w$ is an even function minus $\psi_m\sigma$. The terms of $\Omega$ linear in $\sigma$ alone combine to $\tfrac14kT\,\sigma\ln(p/p^*)$, with

$$\boxed{kT\ln p^*=4\psi_m=G_a-G_v.}$$

Everything else is unchanged when $P$ and $\sigma$ both change sign, so

$$\Omega(P,\sigma)-\Omega(-P,-\sigma)=\tfrac12kT\,\sigma\ln(p/p^*).$$

Take $p>p^*$. Any state with $\sigma>0$ has a mirror state of lower energy, so it cannot be lowest. Nor can $\sigma=0$: the state and its mirror would both be lowest, requiring $4\pi tP+\tfrac14kT\ln(p/p^*)=0$ for both $P$ and $-P$. Adding the two conditions gives $p=p^*$, a contradiction. Hence $\sigma<0$. The coupling $4\pi tP\sigma$ then favours $P>0$, while $P=0$ would need $\sigma=0$. The lowest state is outward above $p^*$ and, by the same argument, inward below it.

Thickness does not enter $p^*$. The result does require an even $f$, equal site densities and no built-in voltage beyond what the $G_i$ contain.

## What thickness changes

At $p^*$ the nonpolar state is a solution. There $f''=-a$ and $q=q_0$, and setting the slope to zero gives

$$t_c=(\lambda+q_0)\left(\frac{4\pi}{a}-1\right).$$

The nonpolar state is stable below $t_c$. Polar states at $p^*$ satisfy $\delta+(t+\lambda)f'+4\pi\lambda P=0$, or

$$t=-\frac{\delta+\lambda(f'+4\pi P)}{f'}.$$

The minimum of this expression over $0<P<P_s$ is the thickness at which they appear. If $q$ were constant, then $\delta=-4\pi q\sigma=q(4\pi P+f')$, and the expression would become

$$t=(\lambda+q)\left[\frac{4\pi}{a(1-P^2/P_s^2)}-1\right],$$

which only rises with $P$, so polar states would exist only above $t_c$. For this $f$, polar and nonpolar states can therefore coexist only if $q$ falls fast enough as ions accumulate. That happens when ions are scarce at $p^*$, as in the example below, where $q$ falls up to about half coverage and a polarized film screens itself better than an unpolarized one. In that example $(G_a+G_v)/2$ is 0.30 eV; at 0.20 eV the coexistence range nearly closes, at 0.15 eV it is gone, and below about 0.07 eV $q$ no longer falls at all.

## A worked map

The parameters are rough values in the regime of a perovskite titanate on a conducting-oxide electrode: $T=650$ K, $P_s=60$ µC/cm², intrinsic coercive field $E_c=1$ MV/cm, $\lambda=0.005$ nm, $N=6.25$ nm⁻², $G_a=-0.15$ eV and $G_v=0.75$ eV. The minimum of $f'$ lies at $P_s/\sqrt3$, so $E_c=2aP_s/(3\sqrt3)$; this fixes $a/4\pi=0.003834$. For numbers, $4\pi$ becomes $e/\varepsilon_0=18.095$ V nm.

With $kT=0.05601$ eV,

$$p^*=e^{-0.90/0.05601}\ \text{Torr}=1.05\times10^{-7}\ \text{Torr},$$

or $1.40\times10^{-10}$ bar. With $q_0=0.01324$ nm,

$$t_c=(0.0050+0.01324)\left(\frac{1}{0.003834}-1\right)=4.74\ \text{nm}.$$

At $p^*$, polar states appear at 2.61 nm and become lowest at 2.76 nm. The table gives $P$ of the lowest state in µC/cm².

| $p$ (Torr) | 2 nm | 4 nm | 6 nm |
|---|---:|---:|---:|
| $10^{-12}$ | −41.8 | −51.0 | −54.0 |
| $10^{-8}$ | −4.9 | −45.3 | −50.8 |
| $10^{-6}$ | 4.4 | 45.2 | 50.8 |
| $1$ | 47.0 | 53.2 | 55.4 |

The 2 nm film has no turning points and passes continuously through zero. At 4 nm, three states are stable at $p^*$, but the polar ones are lower than the nonpolar one by 0.194 eV/nm². On falling pressure the outward branch survives to $1.6\times10^{-11}$ Torr; on rising pressure the inward branch survives to $6.9\times10^{-4}$ Torr. Their product is $(p^*)^2$, as the odd symmetry of $\ln(p/p^*)$ requires. At 6 nm the limits spread to $1.9\times10^{-17}$ and 590 Torr.

Direction was also tested by relaxing the full energy from $P=0$ and $\pm48$ µC/cm² at $p^*/3$ and $3p^*$. For all three thicknesses the lowest final state was inward at the lower pressure and outward at the higher one.

Consider the 4 nm film at 1 Torr. It has $P=53.212$ µC/cm², or 3.321 e/nm², and $E=-0.0492$ V/nm. Thus

$$\phi=4.005(0.0492)-18.095(0.005)(3.321)=0.197-0.300=-0.103\ \text{V}.$$

Here $\ln p=0$, so $\psi=\phi$. The adatom law gives $\theta_a=0.2655$, and the ionic charge is −53.17 µC/cm². The displacement to impose is therefore +53.17 µC/cm². The uncompensated charge is only 0.044 µC/cm², less than a thousandth of $P$, yet it produces about half the coercive field.

## Choosing the setting in practice

**Do not substitute zero $D$ or zero $E$ without thought.** Zero $D$ describes a film without net ionic charge and, for $a<4\pi$, gives $P=0$. Zero $E$ gives stable states at $\pm P_s$, whatever the pressure. Neither describes the 2 nm film at 1 Torr, where $P=47.0$ µC/cm².

**Choose the spacing in $D$ from the pressure resolution needed.** For 4 nm, $P$ rises from 53.2 to 55.3 µC/cm² between 1 and 100 Torr, about 1 µC/cm² per decade. In SI units $D$ nearly equals $P$, so an error of that size in $D$ costs about a decade in pressure there.

**Avoid counting the surface potential twice.** The $G_i$ belong to $\phi=0$. If an adatom energy was calculated at potential $\phi'$, add $2\phi'$ to recover $G_a$; for a vacancy, subtract $2\phi'$. Zero-temperature energies must also be supplemented by thermal contributions, in $f$ as well as in $G_i$.

**Treat $p^*$ as more transferable than hysteresis.** Within the model, $p^*$ does not depend on $\lambda$, $t$ or $f$, while the branch limits depend on all three. An error of 0.1 eV in $G_a-G_v$ moves $p^*$ by 0.78 decade. A built-in voltage of 0.1 V adds directly to $\phi$ and moves it by four times as much, about 3.1 decades.

## Beside real films

The ion energies here are chosen, not measured, and $\lambda$ is at the small end of rough estimates for oxide electrodes. Raising it to 0.015 nm, with all else fixed, gives $t_c=(0.015+0.01324)(259.8)=7.3$ nm. The 4 nm film then has only the nonpolar state at $p^*$ and no hysteresis at any pressure. At 0.010 nm it also has only the nonpolar state at $p^*$, but two narrow hysteresis loops remain, one on each side of $p^*$ and each about half a decade wide, between weakly and strongly polarized states. The wide hysteresis found at 4 nm therefore depends on very good screening by the metal. It also depends on the shape of $f$: at $\lambda=0.005$ nm, a form $f'\propto-P+P^5/P_s^4$ with the same $P_s$ and $E_c$ gives $t_c=6.6$ nm and branch limits near $3\times10^{-10}$ and $4\times10^{-5}$ Torr. Very low pressures mean oxygen chemical potentials set by a buffer gas, whose own adsorbates are omitted. Real films may also break the assumption of a single domain. A rigid-stripe estimate without surface ions, for 4 nm at $p^*$, makes stripes win if the wall energy is below about 23 mJ/m². Including the stripes' energy at the metal lowers this threshold to about 14 mJ/m²; relaxation of the stripes, which is omitted, would raise it. Both values take the permittivity as isotropic; an in-plane value from half to four times the normal one moves the second between about 10 and 27 mJ/m². The stripes at that threshold are only about 1 nm wide, comparable with a wall, so the estimate is rough. Rough wall energies in titanates run from about ten to over a hundred mJ/m², so stripes cannot be dismissed. Domain nucleation can also end a metastable branch early; the calculated hysteresis is for uniform switching.

Mean-field ionic charge is another weakness. To estimate it, remove from the charge sheet a disc of one site's area, radius $1/\sqrt{\pi N}$, between gas and a film of permittivity 193 treated as isotropic. The potential at its centre is 0.07 V, equivalent to 2.2 decades of pressure for the 1 Torr state. This is probably a low estimate, because the bulk permittivity overstates screening at such short distances: a permittivity of 50 would give 0.27 V and about 8 decades. Ions on neighbouring sites also repel by about $2.7\,kT$ and avoid one another; a fully ordered layer at the same coverage and permittivity 193 would give 0.11 V, or 3.5 decades. The pressures on the map, including the branch limits, therefore illustrate the model and are not predictions for a real film.

Charged defects inside the film are also omitted. Take doubly charged vacancies spread evenly through the 4 nm film. At the mean polarization of the 1 Torr state, they would lower the corresponding pressure by about 0.1 decade at $10^{19}$ cm⁻³ and 0.7 decade at $10^{20}$ cm⁻³. At the same ionic charge, and so the same $D$ at the open face, the shifts are much larger: about 0.7 and 5.7 decades.

Some further effects can be estimated. In every state with $|P|<P_s$ the film field is at most $E_c=1$ MV/cm; in the 4 nm film at 1 Torr it is 0.49 MV/cm. Breakdown fields fall as permittivity rises, and rough empirical rules give only 1 to 2 MV/cm at room temperature for permittivities of 130 to 190, which here means $|P|$ above about 53 µC/cm². At 45 to 47 µC/cm², as in several entries of the table, the permittivity is 310 to 370, the rules give about 0.6 to 1.3 MV/cm, and the film field is already 0.79 to 0.85 MV/cm. Towards the coercive field the permittivity climbs steeply: at 40 µC/cm² it is about 780, and the same rules give 0.4 to 0.9 MV/cm, less than the film's own 0.96 MV/cm. States near the coercive field may therefore break down, especially at 650 K. For a 3 eV gap with the metal level at midgap and free-electron band masses, the band-carrier density at the open face of the 4 nm film at 1 Torr, multiplied by the thickness, is about $10^{-12}$ of the ionic charge. At the metal side the potential is −0.300 V instead of −0.103 V, which raises the density there by $e^{0.197/0.05601}\approx34$, so the total stays below $10^{-10}$. Equilibrium also needs electrons to cross the film. Take a barrier of 1 eV, lower than the 1.5 eV of a midgap level; even then holes, whose barrier the negative film potential lowers, would amount to only about $10^{-7}$ of the ionic charge for the free-electron mass, or $10^{-6}$ for five times that mass; electrons behind such a barrier would be about a thousand times fewer. At 4 nm, with the free-electron mass, the tunnelling factor is $1.6\times10^{-18}$ and the thermal factor $1.8\times10^{-8}$, which favours passage over the barrier. For a tunnelling mass near 0.2 of the free value the two factors would be similar. These factors are for a flat barrier. The film potential raises an electron barrier by 0.1 to 0.3 eV, which lowers the thermal factor to $8\times10^{-11}$, below the tunnelling factor of $2\times10^{-9}$ for the light mass. If electron transfer or the oxygen reaction is frozen, the ionic charge stays fixed while the pressure changes. The old $D$ is then the correct setting, and the equilibrium map no longer applies. The remaining values are in the numerical output.

## Computed results

```
temperature 650 K, kT = 0.05601 eV
spontaneous P 60.0 uC/cm2, coercive field 1.00 MV/cm
screening length of metal 0.0050 nm
site density 6.25 per nm2, full ion charge 200.3 uC/cm2
Ga = -0.15 eV, Gv = 0.75 eV (at 1 Torr)
C = e/eps0 = 18.0951 V nm; a/C = 0.003834 (no unit)
selection pressure p* = 1.052e-07 Torr
  the same in bar: 1.402e-10 bar
coverage of each ion at P=0, p*: 0.00470
ionic screening length at P=0: 0.01324 nm
polar states appear at t = 2.608 nm, P = 21.07 uC/cm2
polar states become lowest at t = 2.764 nm
  P there = 29.74 uC/cm2
nonpolar state loses stability at t = 4.739 nm
lowest state: P in uC/cm2 (number of stable states)
  p (Torr)      2 nm          4 nm          6 nm
  1e-16    -51.35 (1)    -55.30 (1)    -56.79 (2)
  1e-12    -41.80 (1)    -50.98 (1)    -54.04 (2)
  1e-08     -4.85 (1)    -45.27 (2)    -50.81 (2)
  1e-06      4.36 (1)     45.19 (2)     50.77 (2)
  1e-03     38.24 (1)     49.67 (1)     53.25 (2)
  1e+00     47.03 (1)     53.21 (1)     55.43 (2)
  1e+02     51.27 (1)     55.26 (1)     56.76 (2)
4 nm: outward branch ends at 1.60e-11 Torr, P = 26.95 uC/cm2
4 nm: inward branch ends at 6.90e-04 Torr
6 nm: outward branch ends at 1.87e-17 Torr, P = 29.81 uC/cm2
6 nm: inward branch ends at 5.91e+02 Torr
4 nm, after outward branch is lost: P = -49.68 uC/cm2
4 nm at p*: polar minus nonpolar energy -0.1941 eV/nm2
state of the 4 nm film at 1 Torr:
  P = 53.212, ion charge = -53.168 uC/cm2
  uncompensated P+sigma = 0.0436 uC/cm2
  film field -0.4919 MV/cm, potential -0.1035 V
  adatom coverage 0.2655, vacancy coverage 6.16e-05
sizes of neglected effects:
  largest film field in the map 0.999 MV/cm
  film permittivity 192.8, ion discreteness 0.0699 V
  which moves log10 p of this state by 2.17
  0.1 eV error in Ga-Gv moves log10 p* by 0.78
  stripes win at p* if wall energy < 23.4 mJ/m2
  stripe width at that wall energy 1.50 nm
  band carriers / ion charge < 1.4e-12 (3 eV gap)
  electron transfer, 1 eV barrier: tunnelling factor 1.6e-18
  electron transfer, 1 eV barrier: thermal factor 1.8e-08
```
